# Why Dislocation-Free Silicon Still Contains Vacancies and Self-Interstitials

Q: Our silicon crystal was grown from the melt without a single dislocation. I take that to mean that every atom is on its site, so the crystal has no defects. What could be left?

A: Point defects. A dislocation is a line defect, and its absence says nothing about a missing atom, a vacancy, or an extra atom squeezed between sites, a self-interstitial. Whether those are present is a question about free energy.

Q: Then free energy should be on my side. Each vacancy costs energy, so the best crystal has none.

A: That holds at \(T=0\). At constant pressure and nonzero temperature the crystal minimizes \(G\), which includes the entropy of choosing where the vacancies sit. Take \(N\) atoms and \(n\) vacancies. The atoms removed from the interior go to the surface, so there are \(N+n\) sites. Let one vacancy at a given site cost \(g_V=H_V-TS_V\), where \(S_V\) is the change in vibrational and other local entropy. If the vacancies are dilute and do not interact,

\[
G(n)=n g_V-kT\ln W,\qquad W=\frac{(N+n)!}{N!\,n!}.
\]

With no vacancy \(W=1\); with one, \(W=N+1\). The first vacancy therefore changes \(G\) by

\[
G(1)-G(0)=g_V-kT\ln(N+1),
\]

which is negative once \(N+1>e^{g_V/kT}\). In a large enough crystal the perfect arrangement is not the minimum.

Q: Where is the minimum?

A: For large \(N\) and \(n\), Stirling's formula \(\ln m!\approx m\ln m-m\) gives

\[
\ln W=(N+n)\ln(N+n)-N\ln N-n\ln n,
\]

because the linear terms cancel. Differentiate with respect to \(n\):

\[
\frac{dG}{dn}=g_V-kT\left[\ln(N+n)+1-\ln n-1\right]
=g_V+kT\ln\frac{n}{N+n}.
\]

Setting this to zero gives

\[
\frac{n}{N+n}=e^{-g_V/kT}.
\]

The second derivative, \(kT[1/n-1/(N+n)]\), is positive, so this is a minimum. With \(\rho\) sites per unit volume, the equilibrium concentration is \(C_V^{eq}=\rho e^{-g_V/kT}\).

An interstitial is made by moving a surface atom into the interior. The same counting gives \(C_I^{eq}=\rho e^{-g_I/kT}\) in the dilute limit, if the number of interstitial positions and orientations per site is absorbed in \(S_I\).

Q: How many is that in silicon?

A: I will use round, rough model parameters: \(\rho=5.0\times10^{22}\) cm\(^{-3}\), formation enthalpies of 4.0 eV for both species, and formation entropies of \(9.6k\) for vacancies and \(9.4k\) for interstitials. At the melting point, 1685 K, \(kT=0.1452\) eV, so the vacancy site fraction is

\[
e^{9.6-4.0/0.1452}=1.6\times10^{-8}.
\]

Multiplying by \(\rho\) gives \(C_V^{eq}=8.0\times10^{14}\) cm\(^{-3}\). For interstitials the result is \(6.6\times10^{14}\) cm\(^{-3}\).

The inverse of the site fraction, about \(6\times10^7\), is the number of atoms above which the first vacancy lowers \(G\) at this temperature. That is a cube about 0.1 µm on a side. A grown crystal is vastly larger.

Q: By that argument entropy should force dislocations in as well. Yet we do grow crystals without them.

A: The energies scale differently. A vacancy has a fixed cost and can sit at any of \(N\) sites. A long dislocation has a cost proportional to its length. Take a rough line energy \(\Lambda=40\) eV/nm. One lattice step along the line then costs 15.4 eV. The line's path can turn at each step into at most 12 nearest-neighbour directions of the face-centred cubic lattice, so its path entropy is at most \(k\ln12\) per step. At the melting point this is worth 0.36 eV. The freedom to choose the starting point adds one term of order \(kT\ln N\) for the whole line, which is negligible per step when the line is long.

Each added step thus raises \(G\) by about 15 eV in this estimate. A crystal without long dislocations can be in equilibrium; a large hot crystal without point defects cannot.

Q: My wafer is at room temperature, though. Does equilibrium put vacancies in it there?

A: In practice, no. The formula is never zero at \(T>0\), but extrapolated to 300 K it gives about \(10^{-40}\) vacancies in 1 cm\(^3\). The expected number in that volume falls to one at about 750 K. So "vacancies remain at nonzero temperature" is a statement about a sufficiently large crystal in equilibrium. What a cold wafer contains is inherited from growth and from any later heat treatment.

Q: Then slow cooling should solve the problem. The vacancies disappear as their equilibrium number falls.

A: They need somewhere to go. In the interior, a vacancy can be destroyed by meeting an interstitial. That removes one of each, so it cannot change

\[
\Delta=C_V-C_I.
\]

Surfaces and dislocations can absorb one species alone, but the dislocations are absent and the surface may be far away.

To see what recombination does, write the free energy of adding one defect at its actual concentration. For dilute vacancies, the derivative found above is

\[
\mu_V=g_V+kT\ln\frac{C_V}{\rho}=kT\ln\frac{C_V}{C_V^{eq}},
\]

since \(g_V=-kT\ln(C_V^{eq}/\rho)\). Likewise \(\mu_I=kT\ln(C_I/C_I^{eq})\). Pair creation and recombination balance when \(\mu_V+\mu_I=0\), hence

\[
C_VC_I=C_V^{eq}C_I^{eq}\equiv K(T).
\]

Insert \(C_I=C_V-\Delta\):

\[
C_V^2-\Delta C_V-K=0,\qquad
C_V=\frac{\Delta}{2}+\sqrt{\frac{\Delta^2}{4}+K}.
\]

The other root is negative. On cooling, \(K\) falls exponentially. If \(\Delta>0\), then \(C_V\to\Delta\) and \(C_I\to K/\Delta\): the minority dies out and the majority is stranded. If \(\Delta<0\), the roles are exchanged.

Q: Can you put numbers on the stranded part?

A: Take a vacancy surplus \(\Delta=1.0\times10^{14}\) cm\(^{-3}\). It is an input here, because its sign and size depend on transport near the growth interface, which I am not calculating. It is comparable with the difference of the two equilibrium concentrations at the melting point, \(1.45\times10^{14}\) cm\(^{-3}\).

At 1400 K the quadratic gives \(C_V=1.00\times10^{14}\) cm\(^{-3}\) and \(C_I=7.1\times10^{10}\) cm\(^{-3}\). Recombination has almost removed the interstitials, while the whole vacancy surplus is still there.

Q: What if the surplus is zero?

A: Then \(C_V=C_I=\sqrt K\), and both species shrink together. The vacancy ratio \(S=C_V/C_V^{eq}\) becomes

\[
S=\sqrt{\frac{C_I^{eq}}{C_V^{eq}}}=e^{(9.4-9.6)/2}=0.905,
\]

and the interstitial ratio is its inverse, 1.105. The enthalpies cancel because I chose them equal. Neither species acquires a large driving force to aggregate. This is the favourable case: a dislocation-free crystal with a carefully balanced point-defect content, provided recombination keeps up.

Q: For the unbalanced crystal, why should stranded vacancies gather? They could stay dispersed.

A: Once \(C_V\) exceeds \(C_V^{eq}\), taking a vacancy out of solution lowers the free energy by \(\mu_V=kT\ln S\). With \(C_V\approx\Delta\) fixed,

\[
\frac{d\ln S}{dT}=-\frac{d\ln C_V^{eq}}{dT}=-\frac{H_V}{kT^2}.
\]

Near 1386 K, \(kT=0.1195\) eV, so \(S\) grows by a factor \(e\) for every \(kT^2/H_V=0.1195\times1386/4.0\approx41\) K of cooling.

Against this stands the surface of the void. Let \(\Omega=1/\rho=0.0200\) nm\(^3\) be the volume per site and \(\gamma\) an effective surface energy. A spherical void of radius \(r\) holds \(n=4\pi r^3/(3\Omega)\) vacancies. Forming it from the dispersed vacancies changes the free energy by

\[
\Delta G(r)=4\pi r^2\gamma-\frac{4\pi r^3}{3\Omega}\mu_V.
\]

The derivative vanishes when \(8\pi r\gamma=4\pi r^2\mu_V/\Omega\), that is, at

\[
r^*=\frac{2\gamma\Omega}{\mu_V}.
\]

Substituting \(\mu_V=2\gamma\Omega/r^*\) into the volume term turns it into \(-8\pi r^{*2}\gamma/3\). The barrier is therefore

\[
\Delta G^*=\frac{4\pi r^{*2}\gamma}{3}
=\frac{16\pi\gamma^3\Omega^2}{3(kT\ln S)^2}.
\]

Smaller voids tend to dissolve and larger ones to grow. At \(S=1\) the barrier is infinite, so supersaturation alone does not guarantee aggregation in the time available.

Q: How high is the barrier in practice?

A: Take \(\gamma=0.90\) J/m\(^2\), or 5.617 eV/nm\(^2\). At 1386 K, which will turn out to be the temperature of fastest nucleation, the model has \(C_V=9.57\times10^{13}\) and \(C_V^{eq}=2.12\times10^{12}\) cm\(^{-3}\). Thus \(S=45\) and

\[
\mu_V=0.1195\ln(45.3)\ \text{eV}=0.455\ \text{eV}.
\]

The critical radius is \(2(5.617)(0.0200)/0.455\approx0.49\) nm, about 25 vacancies. The barrier is 5.7 eV, or \(48kT\).

Q: A factor \(e^{-48}\) sounds like never.

A: It multiplies a huge number of sites and a fast capture rate. Around a void, the steady concentration satisfying the diffusion equation is \(c(s)=C_V(1-r/s)\), if the concentration at the void surface is neglected. Its gradient at \(s=r\) is \(C_V/r\). Multiplying by \(D_V\) and the area gives the capture rate

\[
\beta_n=4\pi r_n^2D_V\frac{C_V}{r_n}=4\pi r_nD_VC_V.
\]

By the same site counting as before, the population of \(n\)-vacancy clusters in balance with the dispersed vacancies would be \(P_n=\rho e^{-\Delta G_n/kT}\) for \(n\ge2\), while \(P_1=C_V\).

Let \(f_n\) be the actual population and \(\alpha_{n+1}\) the rate at which a cluster of size \(n+1\) emits a vacancy. Balance requires \(\beta_nP_n=\alpha_{n+1}P_{n+1}\). The steady net flow from \(n\) to \(n+1\) is then

\[
J=\beta_nf_n-\alpha_{n+1}f_{n+1}
=\beta_nP_n\left(\frac{f_n}{P_n}-\frac{f_{n+1}}{P_{n+1}}\right).
\]

Divide by \(\beta_nP_n\) and sum over \(n\). Neighbouring terms cancel, leaving the first ratio, \(f_1/P_1=1\), minus the last. The last tends to zero because \(P_n\) grows without limit far beyond the barrier. Hence

\[
\frac1J=\sum_{n\ge1}\frac{1}{\beta_nP_n}.
\]

The largest terms lie near the top of the barrier. A surface energy is a poor description of the smallest clusters, but sizes 1 to 5 contribute only \(2.4\times10^{-9}\) of the sum here. Nine tenths of it comes from sizes of about 18 to 33, still only about a nanometre across, so \(\gamma\) is an effective parameter. Extended to \(n=1\), the surface formula would give about \(10^3\) times the true \(C_V\), and the absolute rate is uncertain by a factor of that kind.

With the rough diffusivity \(D_V=10^{-3}e^{-0.45\,\mathrm{eV}/kT}\) cm\(^2\)/s, which is \(2.3\times10^{-5}\) cm\(^2\)/s at 1386 K, the sum gives \(J=9\times10^3\) voids per cm\(^3\) per second. At 2 K/min, a few kelvin of cooling take minutes. That is ample time.

Q: Then why does the whole surplus not turn into countless tiny voids?

A: Growth competes with nucleation. A void gains volume \(\Omega\) per captured vacancy. Including the equilibrium concentration at its surface, but neglecting the curvature correction once it is well beyond critical size,

\[
4\pi r^2\frac{dr}{dt}=4\pi rD_V\Omega(C_V-C_V^{eq}).
\]

Dividing by \(2\pi r\) gives

\[
\frac{d(r^2)}{dt}=2D_V\Omega(C_V-C_V^{eq}).
\]

The dispersed vacancies are depleted at the matching rate. If \(N_i\) voids per unit volume have radius \(r_i\), then

\[
\frac{dC_V}{dt}=-4\pi D_V(C_V-C_V^{eq})\sum_iN_ir_i.
\]

Once \(C_V\) falls by a larger fraction per kelvin than \(C_V^{eq}\) does, their ratio \(S\) falls, and this burst of nucleation ends.

I integrated these equations with the nucleation rate from 1450 K to 1150 K at 2 K/min, in steps of 0.05 K. Nucleation peaks at 1386 K. At 1150 K the density is \(1.8\times10^6\) voids/cm\(^3\), with a volume-mean diameter of 129 nm. Halving the step changes the density by less than 2% and the diameter by less than 1%. The step error is first order, and in the limit of small steps the values are about \(1.7\times10^6\) voids/cm\(^3\) and 130 nm.

The size can be checked by hand. Each void receives about \(10^{14}/(1.77\times10^6)=5.6\times10^7\) vacancies. Their volume is \(1.13\times10^6\) nm\(^3\), which is that of a sphere 129 nm across. At 1150 K, \(6\times10^9\) vacancies/cm\(^3\) remain dispersed (about \(4\times10^9\) if the few interstitials, left out of this run, are kept in pair equilibrium), less than one in ten thousand of the original surplus. The run does not follow them to lower temperatures, where they could still form small clusters.

Q: Would a smaller surplus make the voids disappear?

A: A surplus of exactly zero would, but a tenfold reduction does not in this model. With that smaller surplus, the same cooling rate and the run extended to 1000 K, half the voids have formed by 1271 K instead of 1386 K. At a given temperature \(S\) is ten times lower, so the crystal must cool further to build up the driving force. The result is \(1.0\times10^7\) voids/cm\(^3\), but only 34 nm across. The total void volume is about ten times smaller even though the number is larger.

Q: You have followed vacancies. What happens if interstitials are in the majority?

A: For \(\Delta=-1.0\times10^{14}\) cm\(^{-3}\), the interstitial supersaturation at the same 1386 K is 58, and the driving force is \(\mu_I=0.485\) eV each. Extra atoms can form a disc: an additional double layer of {111} planes with areal density \(\sigma=15.67\) atoms/nm\(^2\). Its rim is a dislocation loop. Let its stacking fault cost \(\varepsilon=0.06\) J/m\(^2\), or 0.024 eV per disc atom. With a constant line energy \(\Lambda\),

\[
\Delta G(R)=2\pi R\Lambda-\pi R^2w,\qquad w=\sigma\mu_I-\varepsilon.
\]

Here \(w=15.67(0.485-0.024)\approx7.2\) eV/nm\(^2\). Besides \(R=0\), \(\Delta G\) vanishes at \(R=2\Lambda/w=11\) nm, about 6000 atoms. This uses the long-line value \(\Lambda=40\) eV/nm, which is too high for so small a loop, so these figures are upper estimates. Larger discs have lower free energy than dispersed interstitials. So a crystal that starts without dislocations can lower its free energy by making small dislocation loops out of its own point defects.

Q: Does it get over the barrier?

A: Not by assembling such a disc atom by atom. The maximum is at \(R=\Lambda/w\), where \(\Delta G=\pi\Lambda^2/w\approx700\) eV, far beyond thermal reach. A constant line energy is crude for small loops. The elastic energy of a circular loop depends logarithmically on its radius. With a shear modulus of 58 to 68 GPa, Poisson ratio 0.22, Burgers vector \(b=0.31\) nm and core radius between \(b/4\) and \(b\), it corresponds to only 11 to 21 eV/nm at the critical size. Break-even then comes at 3.5 to 6.5 nm, roughly 600 to 2000 atoms, and the barrier is 40 to 180 eV. That is still out of reach: to bring the barrier down to some \(65kT\), the constant \(\Lambda\) would have to be about ten times smaller than 40 eV/nm. Any aggregation must begin in another form, such as compact clusters or clusters on impurities. This calculation establishes the driving force towards large loops, not the route.

Q: How far should I trust the void numbers for a real crystal?

A: The parameters and cooling rate are meant for Czochralski silicon. Voids grown into vacancy-rich crystals of this kind are roughly 100 nm across, with densities of the order of \(10^6\) cm\(^{-3}\), so the model lands in the right regime. That is not a precise prediction. The surplus is an input, and the density depends strongly on the rough diffusivity: halving \(D_V\) nearly triples it. The effective surface energy \(\gamma\) enters the barrier cubed, but a moderate change in it mainly shifts the temperature at which voids form. Real voids tend to be octahedral. At equal volume an octahedron has 1.183 times the area of a sphere. With that larger area and the same \(\gamma\), half the voids have formed by 1331 K, some 55 K lower, though the density, \(1.9\times10^6\) cm\(^{-3}\), and diameter, 126 nm, barely move.

Q: And the assumption that nothing escapes?

A: Between the melting point and 1386 K, the diffusion length \(\sqrt{\int D\,dt}\) is 0.55 cm for vacancies. For interstitials it is 1.45 cm, with \(D_I=0.2\,e^{-0.90\,\mathrm{eV}/kT}\) cm\(^2\)/s. In a crystal of 10 cm radius the side surface therefore affects mainly an outer rim. Diffusion along the axis to the growth interface is another matter, and is one reason why \(\Delta\) had to be an input.

The same lengths show what dislocations would do. At \(10^4\) lines per cm\(^2\) their spacing is about 0.01 cm, well within reach of both species. Lines that can climb would absorb much of the excess. In this respect the absence of dislocations helps to preserve the point defects.

Q: Which other assumptions could change the answer?

A: The surplus is a small difference between large numbers. An error of 0.05 eV in one formation enthalpy changes that species' concentration at the melting point by a factor of 1.41. For vacancies that is about \(3\times10^{14}\) cm\(^{-3}\), more than the surplus itself. A hydrostatic stress of 10 MPa, acting on formation volumes of one atomic volume with opposite signs, shifts the equilibrium difference by about 13% of the surplus.

Oxygen can also hold vacancies. With one binding site per oxygen atom and oxygen in excess, the ratio of bound to free vacancies is \((C_O/\rho)e^{B/kT}\), where \(B\) is the binding free energy. For \(C_O=10^{18}\) cm\(^{-3}\) at 1386 K, half are bound when \(B=kT\ln(\rho/C_O)=1.29\) eV. Somewhat stronger binding delays void formation to lower temperatures, and much stronger binding can suppress it. Weaker binding matters more as the crystal cools, so the small-surplus result is the less secure one.

Q: So in the cold wafer, are the leftover vacancies simply frozen in place?

A: Probably not as isolated vacancies. Extrapolating the model diffusivity to 300 K gives a diffusion length of about 15 µm in a day, while vacancies at the original surplus would be only 0.2 µm apart. The extrapolation is long, but it suggests that survivors are found in aggregates or bound to impurities. Your crystal may well be free of dislocations. To call it free of defects, you would also have to know its surplus and what that surplus became on cooling. The numerical output below lists the values used here.

## Numbers as computed

```
Inputs: site density 5.0e+22 cm^-3, melting point 1685 K
Formation enthalpy V, I: 4.0, 4.0 eV
Formation entropy V, I: 9.6, 9.4 k
D_V prefactor 1.0e-03 cm^2/s, migration energy 0.45 eV
D_I prefactor 2.0e-01 cm^2/s, migration energy 0.90 eV
Void surface energy 0.90 J/m^2 = 5.617 eV/nm^2
Surplus 1.0e+14 cm^-3, cooling rate 2.0 K/min
Volume per site 0.0200 nm^3
kT at melting point 0.1452 eV
C_V eq at melting point 8.023e+14 cm^-3
C_I eq at melting point 6.569e+14 cm^-3
Their difference 1.454e+14 cm^-3
Vacancy site fraction at melting point 1.60e-08
Temperature for one equilibrium V in 1 cm^3: 750 K
log10 of equilibrium V number in 1 cm^3 at 300 K: -40.3
Dislocation energy per lattice step 15.36 eV
Largest path entropy times T_melt per step 0.361 eV
At 1400 K with surplus: C_V 1.001e+14 cm^-3
At 1400 K with surplus: C_I 7.088e+10 cm^-3
Peak void nucleation temperature 1386.2 K
kT at peak 0.1195 eV
C_V at peak 9.569e+13 cm^-3
C_V eq at peak 2.115e+12 cm^-3
Vacancy supersaturation at peak 45.3
V supersaturation there for zero surplus 0.905
I supersaturation there for zero surplus 1.105
Driving force per vacancy 0.455 eV
Critical void radius 0.493 nm, size 25.2 vacancies
Void barrier 5.73 eV = 48.0 kT
D_V at peak 2.31e-05 cm^2/s
Peak nucleation rate 9.14e+03 cm^-3 s^-1
Share of nucleation sum from sizes 1 to 5: 2.4e-09
Final void density 1.77e+06 cm^-3
Volume-mean void diameter 129 nm
Half of voids born above 1386.5 K
Vacancies left in solution at 1150 K 5.77e+09 cm^-3
Surplus/10: void density 1.01e+07 cm^-3
Surplus/10: diameter 34 nm, half born above 1271 K
I surplus at same T: supersaturation 57.8
Driving force per interstitial 0.485 eV
Disc inputs: line 40 eV/nm, fault 0.06 J/m^2
Disc areal density 15.67 atoms/nm^2
Fault energy per disc atom 0.0239 eV
Disc break-even radius 11.1 nm, 6045 atoms
Disc barrier 696 eV
Octahedral/spherical area at equal volume 1.183
Octahedral area: half born above 1331 K
Octahedral area: density 1.90e+06 cm^-3, diameter 126 nm
Diffusion length T_melt to peak: V 0.55, I 1.45 cm
Recombination barrier that would matter at 1400 K 1.81 eV
V-oxygen binding free energy for half trapping, 1e+18 cm^-3 O: 1.29 eV
10 MPa stress: surplus shift about 13 percent
0.05 eV enthalpy error: C_eq factor at T_melt 1.41
V diffusion length in one day at 300 K 15 um (extrapolated)
Mean V spacing at the surplus 0.22 um
```
